# How averaging energy and free energy reduces smearing error in metals, part 1

(Sections cited here and not found follow in the later parts.)

Q: My calculation on a metal replaces the sharp occupations by Fermi-Dirac ones, so that the integral over the Brillouin zone converges on a finite mesh. It then prints an energy $E$, a free energy $F$, and their mean, called Gillan's average, as the estimate of the ground-state energy. I want to know why the mean should be any better than either number. First tell me exactly what is being averaged.

A: Take independent electrons with a fixed density of states $D(\varepsilon)$, spin included, counted per cell or per electron. "Fixed" means that the levels do not move when the occupations change. The zone integral is taken as converged, so that $D$ is a function and not a comb of spikes. Both assumptions can be examined separately. Write $\tau = kT$ for the smearing width, an energy, and $y = (\varepsilon-\mu)/\tau$. The occupation is $f(y) = 1/(e^{y}+1)$, and

$$N = \int D f\,d\varepsilon,\qquad E = \int \varepsilon D f\,d\varepsilon,\qquad S = \int D\,s\,d\varepsilon,$$

$$s = -f\ln f-(1-f)\ln(1-f).$$

Here $S$ is the entropy in units of $k$, so the free energy is $F = E-\tau S$. The electron number $N$ is the same at every $\tau$, and the first equation determines the chemical potential $\mu(\tau)$. At $\tau = 0$ the states are filled up to the Fermi energy $\varepsilon_F$, defined by $N = \int^{\varepsilon_F} D\,d\varepsilon$, and the ground-state energy is $E_0 = \int^{\varepsilon_F}\varepsilon D\,d\varepsilon$. The quantity you ask about is

$$A = \tfrac12(E+F) = F+\tfrac12\tau S = E - \tfrac12\tau S .$$

Q: The Fermi function tends to a step as $\tau\to0$, and a step has no Taylor series. How can these integrals be expanded in $\tau$ at all?

A: The smooth factor is expanded and $f$ is left alone. Let $H(\varepsilon)$ be any function that vanishes below the bottom of the spectrum and grows at most like a power, and let $K(\varepsilon) = \int^{\varepsilon}H$, so that $K' = H$ and $K$ also vanishes below the spectrum. Integration by parts gives

$$\int H f\,d\varepsilon = \big[Kf\big] + \int K\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

The boundary term is zero, because $K = 0$ at the lower end and $f$ decays exponentially at the upper end. With $\varepsilon = \mu+\tau y$ one has $-\partial f/\partial\varepsilon = w(y)/\tau$ and $d\varepsilon = \tau\,dy$, where

$$w(y) = -\frac{df}{dy} = \frac{e^{y}}{(e^{y}+1)^2} = \frac{1}{4\cosh^2(y/2)} .$$

The last form follows on dividing numerator and denominator by $e^{y}$. Therefore, exactly,

$$\int Hf\,d\varepsilon = \int_{-\infty}^{\infty}K(\mu+\tau y)\,w(y)\,dy. \tag{1}$$

The weight $w$ integrates to $f(-\infty)-f(\infty) = 1$, it is even in $y$, and it decays like $e^{-|y|}$. If $K$ is smooth near $\mu$, insert $K(\mu+\tau y) = \sum_m K^{(m)}(\mu)\,\tau^m y^m/m!$. The odd moments of an even weight vanish, and $K^{(2n)} = H^{(2n-1)}$, which leaves the Sommerfeld expansion

$$\int Hf\,d\varepsilon = \int^{\mu}H\,d\varepsilon + c_1\tau^2H'(\mu)+c_2\tau^4H'''(\mu)+c_3\tau^6H^{(5)}(\mu)+\dots \tag{2}$$

with $c_n = \int y^{2n}w\,dy/(2n)!$.

Q: And the values of the $c_n$?

A: For $y>0$ the geometric series gives $f = e^{-y}/(1+e^{-y}) = \sum_{j\ge1}(-1)^{j+1}e^{-jy}$, and differentiation gives $w = \sum_j(-1)^{j+1}j\,e^{-jy}$. Sum and integral may be exchanged for $n\ge1$, since the sum of the absolute values is $y^{2n}/(4\sinh^2(y/2))$, which is integrable. With $\int_0^\infty y^{2n}e^{-jy}dy = (2n)!/j^{2n+1}$ and a factor 2 for the two halves of the axis,

$$c_n = 2\sum_{j\ge1}\frac{(-1)^{j+1}}{j^{2n}} = 2\eta(2n).$$

The alternating sum is the full sum minus twice its even terms, and the even terms add to $2^{-p}\zeta(p)$, so $\eta(p) = (1-2^{1-p})\zeta(p)$. With $\zeta(2) = \pi^2/6$, $\zeta(4) = \pi^4/90$ and $\zeta(6) = \pi^6/945$,

$$c_1 = 2\cdot\tfrac12\cdot\tfrac{\pi^2}{6} = \tfrac{\pi^2}{6},\qquad c_2 = 2\cdot\tfrac78\cdot\tfrac{\pi^4}{90} = \tfrac{7\pi^4}{360},\qquad c_3 = 2\cdot\tfrac{31}{32}\cdot\tfrac{\pi^6}{945} = \tfrac{31\pi^6}{15120}.$$

The numerical check obtains the three moments by quadrature, as $1.644934$, $1.894066$ and $1.971102$, and asserts their agreement with these closed forms.

Q: You integrated a Taylor series over the whole axis, although every band has an edge where the series stops being valid. Does (2) converge?

A: In general it does not. It is an asymptotic series. Suppose $K$ is smooth within a distance $\Delta$ of $\mu$. Split the integral (1) at $|y| = \Delta/\tau$. Inside, Taylor's theorem with remainder bounds the error after the $\tau^{2n}$ term by a constant times $\tau^{2n+2}$ (the odd term in between integrates to zero over the symmetric interval). Outside, the total weight is $2f(\Delta/\tau)<2e^{-\Delta/\tau}$, so both the true $K$ and its Taylor polynomial contribute terms of order $e^{-\Delta/\tau}$ times powers, which vanish faster than any power of $\tau$. That is all (2) claims. As for convergence, $c_n\to2$, while a function with a singularity at distance $\Delta$ typically has derivatives growing roughly like $(2n)!/\Delta^{2n}$. (A piecewise polynomial is an exception, and the constant $D$ with a band edge treated below is such a case.) The terms then behave like $(2n)!\,(\tau/\Delta)^{2n}$: for $\tau\ll\Delta$ they fall at first, and for any $\tau>0$ they grow eventually. The working condition is $\tau\ll\Delta$, where $\Delta$ is the distance from the Fermi level to the nearest band edge or van Hove singularity. In addition, $\tau$ must be small compared with the width of any smooth but narrow peak or dip of $D$ near the Fermi level, because such a feature makes the derivatives in (2) large without being a singularity.

Q: Equation (2) contains $\mu$, which itself depends on $\tau$. How do you get $F$ at fixed $N$ without losing a term?

A: Through the grand potential, which has $\mu$ as its natural variable. First rewrite $s$. From $1-f = 1/(1+e^{-y})$ and $f = e^{-y}/(1+e^{-y})$ one has $\ln(1-f) = -L$ and $\ln f = -y-L$, with $L(y) = \ln(1+e^{-y})$. Hence

$$s = f\,(y+L)+(1-f)L = fy+L. \tag{3}$$

Multiplying by $\tau D$ and integrating gives $\tau S = E-\mu N+\tau\int DL\,d\varepsilon$, so

$$F = \mu N+\Omega,\qquad \Omega(\mu,\tau) = -\tau\int D(\varepsilon)\,L\,d\varepsilon .$$

The derivative of $L$ is $dL/dy = -e^{-y}/(1+e^{-y}) = -f$. Since $\partial y/\partial\mu = -1/\tau$, this gives $\partial\Omega/\partial\mu = -\tau\int D\,(-f)(-1/\tau)\,d\varepsilon = -\int Df\,d\varepsilon$. So the function $\Phi(\mu) = \mu N+\Omega(\mu,\tau)$, with $N$ the given number, has $\partial\Phi/\partial\mu = N-\int Df$. It is stationary exactly at the physical $\mu$, and its value there is $F$. The stationary point is a maximum, because $\int Df$ increases with $\mu$.

To bring $\Omega$ into the form (2), let $N_0(\varepsilon) = \int^\varepsilon D$ be the number of states below $\varepsilon$ and integrate by parts, using $\partial L/\partial\varepsilon = -f/\tau$:

$$\int DL\,d\varepsilon = \big[N_0L\big]-\int N_0\left(-\frac f\tau\right)d\varepsilon = \frac1\tau\int N_0f\,d\varepsilon,\qquad \Omega = -\int N_0 f\,d\varepsilon .$$

Now apply (2) with $H = N_0$, for which $H' = D$, $H''' = D''$ and $H^{(5)} = D''''$. With $P(\mu) = \int^\mu N_0$ and the abbreviations $a = c_1\tau^2$, $b = c_2\tau^4$, $c = c_3\tau^6$,

$$\Phi(\mu) = \mu N-P(\mu)-aD(\mu)-bD''(\mu)-cD''''(\mu)-\dots \tag{4}$$

Q: Then carry it out. What is $F$, order by order?

A: Put $\mu = \varepsilon_F+\delta$. From here on $D, D', D'',\dots$ without an argument mean the values at $\varepsilon_F$, and $D>0$ is assumed, because the next step divides by it. The first two terms of (4) are expanded with $P' = N_0$, $P'' = D$, $P''' = D'$ and $N_0(\varepsilon_F) = N$:

$$\mu N-P(\mu) = \big[\varepsilon_FN-P(\varepsilon_F)\big]+\delta N-N\delta-\tfrac12D\delta^2-\tfrac16D'\delta^3-\dots$$

The linear terms cancel. The bracket is $E_0$, because $\int^{\varepsilon_F}\varepsilon D\,d\varepsilon = \varepsilon_FN_0(\varepsilon_F)-\int^{\varepsilon_F}N_0\,d\varepsilon$ by parts. So

$$\Phi = E_0-\tfrac12D\delta^2-\tfrac16D'\delta^3-a\left(D+D'\delta+\tfrac12D''\delta^2\right)-b\left(D''+D'''\delta\right)-cD''''-\dots \tag{5}$$

Setting $\partial\Phi/\partial\delta = 0$ and changing the overall sign gives

$$D\delta+\tfrac12D'\delta^2+aD'+aD''\delta+bD'''+\dots = 0. \tag{6}$$

This is the condition of fixed $N$. It contains $\tau$ only through $\tau^2$, and it is solved by $\delta = \delta_2+\delta_4+\dots$ with $\delta_n\propto\tau^n$. The orders $\tau^2$ and $\tau^4$ give

$$\delta_2 = -\frac{aD'}{D},\qquad \delta_4 = -\frac{1}{D}\left(\tfrac12D'\delta_2^2+aD''\delta_2+bD'''\right). \tag{7}$$

Since $\delta$ starts at $\tau^2$, the terms shown in (5) are all those up to $\tau^6$. Collect them by order. At $\tau^2$ only $-aD$ appears. At $\tau^4$:

$$-\tfrac12D\delta_2^2-aD'\delta_2-bD'' = -\frac{a^2D'^2}{2D}+\frac{a^2D'^2}{D}-bD'' = \frac{a^2D'^2}{2D}-bD''.$$

At $\tau^6$ the terms with $\delta_4$ are $-D\delta_2\delta_4-aD'\delta_4 = -\delta_4(D\delta_2+aD') = 0$, which is the stationarity at work. The remaining ones are $-\tfrac16D'\delta_2^3 = a^3D'^4/(6D^3)$, then $-\tfrac12aD''\delta_2^2 = -a^3D''D'^2/(2D^2)$, then $-bD'''\delta_2 = abD'D'''/D$, and $-cD''''$. Writing $F = E_0+F_2\tau^2+F_4\tau^4+F_6\tau^6+\dots$ and using $c_1^2/2 = \pi^4/72 = 5\pi^4/360$,

$$F_2 = -\frac{\pi^2}{6}D,\qquad F_4 = \frac{\pi^4}{360}\left(\frac{5D'^2}{D}-7D''\right), \tag{8}$$

$$F_6 = c_1^3\left(\frac{D'^4}{6D^3}-\frac{D''D'^2}{2D^2}\right)+c_1c_2\frac{D'D'''}{D}-c_3D''''. \tag{9}$$

With $\tau = kT$ the leading term is $F_2\tau^2 = -\tfrac12\gamma T^2$, where $\gamma = \pi^2k^2D/3$. So $F = E_0-\gamma T^2/2$ is the leading term of a series and not an equality.

Q: That is $F$. Why should $E$ move by the same amount in the opposite direction?

A: Because $E$ follows from $F$ by differentiation. Along the curve of fixed $N$,

$$\frac{dF}{d\tau} = \left(N+\frac{\partial\Omega}{\partial\mu}\right)\frac{d\mu}{d\tau}+\frac{\partial\Omega}{\partial\tau}.$$

The bracket vanishes at the physical $\mu$. For the last term, $\partial y/\partial\tau = -y/\tau$, so $\tau\,\partial L/\partial\tau = \tau(-f)(-y/\tau) = fy$, and $\partial\Omega/\partial\tau = -\int D\,(L+fy)\,d\varepsilon = -S$ by (3). Thus

$$\frac{dF}{d\tau} = -S \tag{10}$$

exactly, with no expansion and for any spectrum, discrete ones included. It follows that $E = F+\tau S = F-\tau F'$ and $A = F+\tfrac12\tau S = F-\tfrac12\tau F'$, the prime here meaning $d/d\tau$. A term $F_n\tau^n$ has $\tau\,d(F_n\tau^n)/d\tau = nF_n\tau^n$, so it enters the three quantities as

$$F:\ F_n\tau^n,\qquad E:\ (1-n)F_n\tau^n,\qquad A:\ \left(1-\tfrac n2\right)F_n\tau^n. \tag{11}$$

For $n = 2$ the factor in $E$ is $-1$, and for $n = 4$ and $6$ it is $-3$ and $-5$:

$$E = E_0+\tfrac12\gamma T^2-3F_4\tau^4-5F_6\tau^6-\dots$$

The physical entropy is $kS = -2kF_2\tau+\dots = \gamma T+\dots$, and the heat capacity $dE/dT$ is also $\gamma T$ at leading order, which identifies $\gamma$ as the Sommerfeld coefficient. The equal and opposite shifts express one fact: an entropy linear in $T$. The product $\tau S$ is then $\gamma T^2$, the heat $\int\tau\,dS$ absorbed in warming is half of it, and $F-E_0$ is the heat minus the product.

Q: And the average?

A: The last factor in (11) is $0$ for $n = 2$, $-1$ for $n = 4$ and $-2$ for $n = 6$:

$$A = \tfrac12(E+F) = E_0-F_4\tau^4-2F_6\tau^6-\dots \tag{12}$$

The average removes the power $n = 2$ and no other, and its leading error relative to $E_0$ is $-F_4\tau^4$, the quartic term of $F$ with the sign reversed.

Q: If a quadratic term is cancelled I expect a cubic one to be next. Where did it go?

A: It was never there, under the stated assumptions. The weight $w$ is even, which is the particle-hole symmetry $f(-y) = 1-f(y)$ of the Fermi function, so (2) has only even powers of $\tau$. Equation (6) then makes $\delta$ a series in $\tau^2$, and (5) makes $F$ one. With $D>0$ at the Fermi level, a cubic term needs a failure of the Taylor expansion of $D$ there, for instance a kink. The asymmetry of the band does not produce odd powers. In $F_4$ it enters only through $D'$, which appears squared.

Q: You obtained $E$ and $S$ from $F$ by a thermodynamic identity. I would like to see them come out of their own definitions.

A: Apply (2) to $E$ with $H = \varepsilon D$, and split $\varepsilon = \varepsilon_F+u$. The part $\varepsilon_FD$ integrates against $f$ to $\varepsilon_FN$ at every $\tau$, so it does not contribute to $E-E_0$. For the part $H = uD(\varepsilon_F+u)$ the Leibniz rule gives $H' = D+uD'$ and $H''' = 3D''+uD'''$, to be evaluated at $u = \delta$:

$$E-E_0 = \int_0^{\delta}uD\,du+a\big[D(\mu)+\delta D'(\mu)\big]+b\big[3D''(\mu)+\delta D'''(\mu)\big]+\dots$$

With $D(\mu) = D+D'\delta+\dots$ the order $\tau^2$ is $aD = +\tfrac12\gamma T^2$, and the order $\tau^4$ is

$$\tfrac12D\delta_2^2+2aD'\delta_2+3bD'' = \frac{a^2D'^2}{2D}-\frac{2a^2D'^2}{D}+3bD'' = -3\left(\frac{a^2D'^2}{2D}-bD''\right),$$

which is $-3F_4\tau^4$. For the entropy, $S = \tau\int D(\mu+\tau y)\,s(y)\,dy$, and $s$ is even because it is symmetric under $f\leftrightarrow1-f$. From (3), $ds/dy = f+y\,df/dy-f = -yw$. Integrating by parts,

$$\int y^{2n}s\,dy = -\int\frac{y^{2n+1}}{2n+1}\frac{ds}{dy}\,dy = \frac{(2n+2)!\,c_{n+1}}{2n+1},$$

and division by $(2n)!$ leaves the entropy moments $(2n+2)c_{n+1}$, which quadrature gives as $3.289868$, $7.576263$ and $11.826613$. Hence $\tau S = 2aD(\mu)+4bD''(\mu)+6cD''''(\mu)+\dots$, whose order $\tau^2$ is $2aD$ and whose order $\tau^4$ is $2aD'\delta_2+4bD'' = -4F_4\tau^4$. Then $E-\tau S$ has the terms $aD-2aD = -aD$ and $(-3+4)F_4\tau^4$, as in (8), and $E-\tfrac12\tau S$ has $aD-aD = 0$ and $(-3+2)F_4\tau^4$, as in (12). The program does this separate expansion of $N$, $E$ and $S$ symbolically through $\tau^6$ and asserts that it reproduces (8), (9) and the factors (11).

For fixed levels and a smooth density of states that is nonzero at the Fermi level, the average cancels the quadratic smearing error and leaves $-F_4\tau^4$ as its leading error. Still to be examined are the sign and size of that error, its behaviour on a finite mesh, and the cases in which the assumptions are relaxed.
